Choosing the Microwave Field for a Homogeneous Derivative Spin-Resonance Line

## First half: from the Bloch equations to the derivative line

Silicon dangling bonds at the interface between silicon and its oxide carry unpaired electron spins, and electron spin resonance can count them. There are few spins in a thin interface layer, so the microwave field has to be chosen well. A weak field barely tips the magnetization. A strong field equalizes the spin populations and broadens the line. This problem finds the best compromise for a homogeneous line, meaning one in which all spins have the same resonance field and the same relaxation times, and then asks how far a real interface line departs from it.

The static field B0 lies along z. The microwave field lies along x and is 2B1 cos(ωt). A linear field of this form is the sum of two fields of amplitude B1 rotating in opposite senses, so B1 denotes the amplitude of one rotating component, half the amplitude of the linear field. Let γ be the positive magnitude of the gyromagnetic ratio, ω0 = γB0 and ω1 = γB1. The equilibrium magnetization is M0 along z. The longitudinal and transverse relaxation times are T1 and T2.

(a) Write the Bloch equations in the laboratory frame. Pass to the frame that rotates with the microwave field, and identify the component of magnetization that absorbs power.

Solution. A magnetization M in a field B precesses according to dM/dt = γM × B. Relaxation returns Mz to M0 at the rate 1/T1 and the transverse components to zero at the rate 1/T2. Relaxation towards a fixed M0 along z is a good approximation when B1 is much smaller than B0 and ω0T2 is much larger than 1. With Bx = 2B1 cos(ωt), By = 0 and Bz = B0, the components of the cross product give

dMx/dt = ω0My − Mx/T2

dMy/dt = 2ω1 cos(ωt) Mz − ω0Mx − My/T2

dMz/dt = −2ω1 cos(ωt) My − (Mz − M0)/T1.

An electron has its magnetic moment opposite to its spin, so its precession has the other sense, dM/dt = −γM × B. Replacing My by −My in that case gives back the three equations above. The sign therefore has no effect on the line shape.

Combine the transverse components into M+ = Mx + iMy. Adding i times the second equation to the first, and using ω0My − iω0Mx = −iω0M+, gives

dM+/dt = −iω0M+ + 2iω1 cos(ωt) Mz − M+/T2.

The free motion is a rotation as exp(−iω0t). Near resonance it is natural to remove a rotation at the microwave frequency by writing

M+ = (u + iv) exp(−iωt).

Differentiating the product produces an extra term −iω(u + iv) exp(−iωt) on the left. Moving it to the right and multiplying by exp(iωt) leaves

d(u + iv)/dt = −iΔ(u + iv) + 2iω1 cos(ωt) exp(iωt) Mz − (u + iv)/T2,

where Δ = ω0 − ω. The driving factor is

2 cos(ωt) exp(iωt) = 1 + exp(2iωt).

The constant 1 comes from the component of the microwave field that rotates with the spins. The other term comes from the counter-rotating component. It changes sign so quickly that, on integration, it produces a transverse magnetization of order ω1Mz/(2ω), which is a fraction B1/(2B0) of Mz near resonance. For a weak field at the line centre, the constant term produces a transverse magnetization ω1T2Mz, which is larger by a factor of about 2ωT2. The counter-rotating term is therefore dropped, on the assumption that B1 is much smaller than B0 and ωT2 is much larger than 1.

For the longitudinal equation, the imaginary part of M+ is My = v cos(ωt) − u sin(ωt). Hence

2 cos(ωt) My = v + v cos(2ωt) − u sin(2ωt).

The terms at 2ω are dropped for the same reason. Separating real and imaginary parts, with −iΔ(u + iv) = Δv − iΔu, gives the rotating-frame equations:

du/dt = Δv − u/T2

dv/dt = −Δu + ω1Mz − v/T2

dMz/dt = −ω1v − (Mz − M0)/T1.

To see which component absorbs, take the real part of M+, which is Mx = u cos(ωt) + v sin(ωt). The power that the microwave field delivers per unit volume is the cycle average of −Mx dBx/dt. Since dBx/dt = −2ωB1 sin(ωt),

P = 2ωB1⟨u cos(ωt) sin(ωt) + v sin²(ωt)⟩ = ωB1v.

The average of the first product is zero and that of sin² is one half. Thus v is the absorption component. The component u oscillates in phase with the field, takes no average power from it, and is called the dispersion component.

A resonator and bridge respond to the voltage induced by the precessing magnetization. We assume that the detector is linear and that its phase is set to select v. The output is then proportional to v, with a factor independent of B1. It is not proportional to the absorbed power, which carries another factor B1. This distinction will matter.

(b) Solve for the steady state and interpret the saturation of the line.

Solution. In the steady state the three time derivatives vanish. The first equation gives

u = ΔT2v.

Define the dimensionless detuning x = ΔT2, so that u = xv. Multiplying the second equation by T2 and inserting this u gives

0 = −x²v + ω1T2Mz − v,

or

(1 + x²)v = ω1T2Mz.

The third equation gives

Mz = M0 − ω1T1v.

Substituting it into the previous line,

(1 + x²)v = ω1T2M0 − ω1²T1T2v.

The last term contains v, so it is moved to the left. With

s = ω1²T1T2 = γ²B1²T1T2,

the absorption is

v = M0ω1T2/(1 + s + x²).

This is a Lorentzian in x whose half width at half height is √(1 + s). The longitudinal magnetization follows from (1 + x²)v = ω1T2Mz:

Mz = M0(1 + x²)/(1 + s + x²).

The parameter s compares two rates. At the line centre v = ω1T2Mz, so the microwave field removes longitudinal magnetization at the rate ω1v = ω1²T2Mz. Per unit Mz this is ω1²T2. Relaxation restores it at the rate 1/T1. The ratio of the two is s. At s much less than 1 the magnetization stays near M0 and v grows in proportion to B1. At s much greater than 1 the centre of the line is saturated, Mz there being M0/(1 + s).

Saturation acts most strongly at the centre. Far out in the wings, where x² is much larger than 1 + s, v tends to M0ω1T2/x² and still grows in proportion to B1. The broadening has this origin: as B1 rises, the centre grows more slowly than the far wings and, beyond s = 1, falls while they continue to grow.

The energy flow is consistent with this picture. From the third equation, (M0 − Mz)/T1 = ω1v. Multiplying by B0 gives the rate at which longitudinal magnetic energy passes to the lattice, namely ω0B1v. The microwave input was ωB1v. The two differ by the small relative amount Δ/ω0, which is the energy exchanged in transverse relaxation in the presence of B1.

(c) The static field is now modulated by a small amount Bm cos(ωmt), and a lock-in amplifier measures the part of v that oscillates as cos(ωmt). Relate that signal to the line shape and state when the relation holds.

Solution. Suppose first that the modulation is so slow that v has its steady value at each instant. Let B be the static field about which the modulation takes place. A Taylor expansion gives

v(B + Bm cos(ωmt)) = v + Bm cos(ωmt) v' + ½Bm² cos²(ωmt) v'' + (1/6)Bm³ cos³(ωmt) v''' + ...,

where primes denote derivatives with respect to B. The quadratic term contains a constant and a second harmonic, but no first harmonic. In the cubic term,

cos³(ωmt) = ¾ cos(ωmt) + ¼ cos(3ωmt),

so its first harmonic has the coefficient (1/6)(3/4) = 1/8. The measured amplitude is therefore

Bm v' + (Bm³/8) v''' + ....

When Bm is much smaller than the linewidth, the first term suffices, and the signal is Bm dv/dB. We hold Bm fixed throughout and quote the signal per unit Bm.

How slow must the modulation be? Consider a small deviation from the steady state with components a, b and c in u, v and Mz. At fixed field these obey the rotating-frame equations without the constant M0/T1. Multiply the three equations by a, b and c and add. The terms in Δ are Δab − Δab = 0, and those in ω1 are ω1bc − ω1bc = 0. What remains is

½ d(a² + b² + c²)/dt = −(a² + b²)/T2 − c²/T1.

Precession turns the deviation without changing its length, and relaxation shortens it. The deviation decays at least as fast as the slower of the two relaxation rates. If both ωmT1 and ωmT2 are much less than 1, the magnetization keeps up with the modulation and the steady-state relation applies. When T1 is longer than T2, as in the example of part (h), the condition on T1 is the severe one.

It remains to differentiate. Since x = (γB − ω)T2, a change in field changes x at the rate

dx/dB = γT2.

In v the numerator does not depend on x and the denominator has derivative 2x. Hence

dv/dx = −2xM0ω1T2/(1 + s + x²)²

and, after multiplication by γT2,

dv/dB = −2xM0γω1T2²/(1 + s + x²)².

The derivative is odd in x. It is positive on the low-field side, zero at resonance and negative on the high-field side. A reversal of the lock-in phase would reverse both lobes and leave their separation and height unchanged.

(d) Find the separation of the two lobes and their peak-to-peak height at a given B1.

Solution. The dependence on x is contained in

D(x) = x/(A + x²)², with A = 1 + s.

By the quotient rule,

dD/dx = [(A + x²)² − 4x²(A + x²)]/(A + x²)⁴.

Cancelling one factor A + x² gives

dD/dx = (A − 3x²)/(A + x²)³.

For positive x this is positive below √(A/3) and negative above it. The lobe therefore has one extremum, at

x = √(A/3) = √((1 + s)/3),

and the other lobe has its extremum at the opposite value of x. The distance between them is 2√((1 + s)/3) in x. Dividing by γT2 converts it to field:

ΔBpp = 2√(1 + s)/(√3 γT2).

At the extremum A + x² = A + A/3 = 4A/3. The value of D is

D = √(A/3) × 9/(16A²) = (9/(16√3)) A^(−3/2) = (3√3/16) A^(−3/2).

The magnitude of dv/dB is 2M0γω1T2²D. The peak-to-peak height Ypp contains two equal lobes and so is twice this, 4M0γω1T2²D. Inserting D and ω1 = γB1,

Ypp = (3√3/4) M0γ²B1T2² (1 + s)^(−3/2).

The exponent can be traced. At a fixed detuning measured in units of the broadened width, the denominator contributes A^(−2). The extremum moves outward as A^(1/2), and the numerator x grows with it. The product is A^(−3/2).

For weak fields, with s much less than 1, Ypp is proportional to B1. For strong fields, with s much greater than 1, the last factor is proportional to B1^(−3), so Ypp falls as B1^(−2). The width meanwhile grows from a constant to a value proportional to B1. A height taken from a saturated line therefore cannot be compared directly with one taken from an unsaturated line, even if the number of spins is the same.

## Second half: the best microwave field and its limits

The symbols carry over as follows. B1 is the amplitude of the rotating component of the microwave field, ω1 = γB1, x = (ω0 − ω)T2 is the reduced detuning, and s = γ²B1²T1T2. The absorption and dispersion components are v and u = xv. The first half gave

v = M0ω1T2/(1 + s + x²)

Mz = M0(1 + x²)/(1 + s + x²)

ΔBpp = 2√(1 + s)/(√3 γT2)

Ypp = (3√3/4) M0γ²B1T2² (1 + s)^(−3/2).

The last two are the peak-to-peak width and height of dv/dB. They hold for a homogeneous line, a linear detector set to v, and a field modulation of small fixed amplitude Bm that is slow compared with relaxation.

(e) At what microwave field is Ypp largest? Find the width and height there, and the cost of missing the optimum.

Solution. Hold γ, M0, T1 and T2 fixed and vary B1. Because Ypp is positive, its logarithm has its maximum at the same place. Since s is proportional to B1², ds/d ln B1 = 2s. Therefore

d ln Ypp/d ln B1 = 1 − (3/2) × 2s/(1 + s) = (1 − 2s)/(1 + s).

This is positive for s below one half and negative for s above it. The height rises up to that point and falls beyond it, so there is a single, global maximum at

γ²B1²T1T2 = 1/2.

The corresponding field is

B1opt = 1/(γ√(2T1T2)).

At this field 1 + s = 3/2. The width exceeds its unsaturated value by √(3/2) = 1.225. The height is (2/3)^(3/2) = 0.544 of what a linear extrapolation from weak fields would give. The best signal thus occurs on a visibly saturated line. At its centre Mz is 2/3 of M0. At the two extrema x² = 1/2, and Mz is (3/2)/2 = 3/4 of M0.

For the greatest height, insert γB1 = 1/√(2T1T2) and (2/3)^(3/2) = 2√2/(3√3) into Ypp. The numerical factors combine to

(3√3/4) × (2√2/(3√3)) × (1/√2) = 1/2,

and the times to T2²/√(T1T2) = T2√(T2/T1). Hence

Ypp,max = ½ M0γT2√(T2/T1).

At given T2, a longer T1 lowers the best attainable height, because saturation sets in at a weaker field.

Let b = B1/B1opt. Then s = b²/2, and dividing Ypp by its maximum gives

Ypp/Ypp,max = b[3/(2 + b²)]^(3/2).

At half the optimum field this is 0.77, and at twice the optimum field it is 0.71. Near the maximum, differentiate the logarithmic slope once more:

d² ln Ypp/d(ln B1)² = 2s × [−3/(1 + s)²] = −6s/(1 + s)².

At s = 1/2 this equals −4/3. Thus Ypp/Ypp,max ≈ 1 − (2/3)(ln b)². A field 10 percent too high costs about 0.6 percent of the height.

(f) Repeat the search for three other readings: the height of the undifferentiated absorption line, the derivative read at the fixed field where the unsaturated line has its extremum, and the derivative of a signal proportional to 1 − Mz/M0.

Solution. The absorption height is v at x = 0, proportional to B1/(1 + s). Its logarithmic slope is

1 − 2s/(1 + s) = (1 − s)/(1 + s),

so the maximum is at s = 1. Differentiation with respect to field favours narrow lines, and so the derivative has its optimum at a weaker microwave field.

The unsaturated extremum is at x² = 1/3. If the field stays there while B1 is varied, the signal is proportional to B1/(4/3 + s)². Its logarithmic slope vanishes when

1 − 4s/(4/3 + s) = 0.

Multiplying out gives 3s = 4/3 and s = 4/9. This is below one half because the reading no longer follows the extremum as it moves outward.

For the third reading, the solution for Mz gives

1 − Mz/M0 = s/(1 + s + x²).

This has the same Lorentzian shape as v, but its prefactor s grows as B1² instead of B1. The peak-to-peak height of its derivative is proportional to s(1 + s)^(−3/2), with logarithmic slope

2 − 3s/(1 + s) = (2 − s)/(1 + s).

For modulation slow compared with both relaxation times, the maximum is at s = 2, or twice the microwave field found in (e). This reading is a simple model of electrically detected resonance, in which the change of a recombination current is taken to be proportional to the saturation of the spins. Whether a given device obeys that proportionality is a separate question. The comparison shows that the condition in (e) belongs to a detected quantity as well as to a line shape.

(g) Suppose the modulation is fast compared with T1 but still slow compared with T2. Where is the optimum now?

Solution. Let the modulation change Δ by δ cos(ωmt), with δ = γBm. Write the oscillating parts of u, v and Mz as the real parts of u1 exp(iωmt), v1 exp(iωmt) and z1 exp(iωmt). Keeping terms of first order in δ, the rotating-frame equations give

(iωm + 1/T2)u1 = Δv1 + δv

(iωm + 1/T2)v1 = −Δu1 − δu + ω1z1

(iωm + 1/T1)z1 = −ω1v1,

where u and v without subscripts are the steady values. When ωmT1 is large, z1 is about −ω1v1/(iωm). Its effect in the second equation is negligible if ωm is also much greater than ω1²T2 = s/T1. The longitudinal magnetization then cannot follow the modulation, and we set z1 = 0. Because ωmT2 is small, iωm is dropped beside 1/T2. Multiplying the first two equations by T2,

u1 = xv1 + δT2v

v1 = −xu1 − δT2u.

Insert the first into the second and use u = xv:

(1 + x²)v1 = −2xδT2v.

With the steady v, this becomes

v1 = −2xδT2 M0ω1T2/[(1 + x²)(1 + s + x²)].

One factor of the denominator has lost its s, since the oscillating response now takes place at constant Mz. The other factor keeps its s, because the steady value of Mz is still reduced by saturation. To find the highest lobe over all B1, maximize over both B1 and x. At fixed x, the factor √s/(1 + s + x²) is largest at s = 1 + x², where it equals 1/(2√(1 + x²)). The remaining dependence is x/(1 + x²)^(3/2). Its derivative has the sign of 1 − 2x², so x² = 1/2 and

s = 3/2.

The best B1 is √3 times that for slow modulation. An attempt to obtain T1T2 from the position of the maximum by assuming s = 1/2 would then give one third of the true product.

(h) Evaluate the optimum for assumed round values, chosen to illustrate the Pb centre, the silicon dangling bond at the Si/SiO2 interface: g = 2.00, T1 = 10 µs, T2 = 0.10 µs and a microwave frequency of 9.5 GHz. The resonator produces a rotating field of 0.10 mT for 1 W, and its field grows as the square root of the power.

Solution. The gyromagnetic ratio is γ = gμB/ħ = 1.759 × 10¹¹ rad/(s T), where μB is the Bohr magneton. The resonance lies at B0 = 339 mT. The relaxation times give

√(2T1T2) = √(2 × 10⁻⁵ × 10⁻⁷) s = 1.414 × 10⁻⁶ s,

B1opt = 1/(1.759 × 10¹¹ × 1.414 × 10⁻⁶) T = 4.02 µT = 0.0402 G.

The power is (0.00402/0.10)² W = 1.6 mW. The unsaturated width is 2/(√3 γT2) = 0.066 mT, and at the optimum it is 0.080 mT. The greatest height is

Ypp,max/M0 = ½ × 1.759 × 10¹¹ × 10⁻⁷ × √0.01 per tesla = 0.88 per mT.

With T1, T2 and Bm fixed, the formulas give the following course of the line:

B1 = 1.0 µT: s = 0.03, width 0.067 mT, relative height 0.44.

B1 = 2.0 µT: s = 0.13, width 0.070 mT, relative height 0.77.

B1 = 4.0 µT: s = 0.50, width 0.080 mT, relative height 1.

B1 = 8.0 µT: s = 2.0, width 0.114 mT, relative height 0.71.

B1 = 16.1 µT: s = 8.0, width 0.197 mT, relative height 0.27.

If cooling made T1 ten times longer and left T2 unchanged, the optimum would fall by √10 to 1.27 µT, and the power by a factor of ten, provided the modulation remained slow compared with the longer T1.

(i) How far do the effects left out of the homogeneous model move this optimum?

Solution. Each effect is added alone, with the other parameters held at their values in (h). The heights are maximized numerically over detuning and B1. "Signal kept" means the height at 4.02 µT divided by the greatest height with that effect present.

The first effect is a spread of resonance fields. Let independent groups of spins, called packets, each have the homogeneous line above, with centres in a Gaussian distribution of standard deviation 0.060 mT. The total line is the sum over packets, evaluated here by Gauss-Hermite quadrature. Its unsaturated width is 0.158 mT. The optimum moves to 5.36 µT, where s = 0.89 with T2 still that of a packet. The signal kept is 95 percent. The direction can be understood from the limit of a very wide distribution. The sum then samples the area of a packet, and

∫ dx/(1 + s + x²) = π/√(1 + s).

While the packets are much narrower than the distribution, the height is nearly proportional to B1/√(1 + s). This factor levels off instead of falling. The maximum then comes from the small further loss of height as the packets broaden, and it lies at a larger s than for a homogeneous line.

The second effect is the modulation frequency, treated by solving the three linear equations in (g) and taking the in-phase part of v1. At 1 kHz, ωmT1 = 0.063, and the optimum is unchanged to the digits quoted. At 100 kHz, ωmT1 = 6.3. The optimum is then 6.37 µT with s = 1.26, between the slow value 1/2 and the fast value 3/2. The signal kept is 89 percent.

The third effect is a finite modulation amplitude, here Bm = 0.020 mT from zero to peak. In (c) the next term in the signal was (Bm³/8)v'''. At the extremum of D, dD/dx vanishes, and differentiating its numerator gives D''/D = −6/(A + x²) = −9/(2A), with A = 1 + s. To second order in the modulation amplitude, the height is thus multiplied by 1 − 9a²/(16A), where a = γBmT2 = 0.35. The reduction is smaller for a broader line, which favours a larger B1. Averaging the full response over a modulation cycle gives an optimum of 4.11 µT, about 2 percent higher.

The fourth effect is a nonuniform microwave field. Take a 10 mm strip centred in a profile cos(πz/23 mm), and weight both the drive and the detected signal by that profile. The field at the ends is 0.78 of that at the centre. The best central field is 4.33 µT, and more than 99 percent of the signal is kept at the homogeneous setting. Finally, B1/B0 is 1.2 × 10⁻⁵ and ωT2 is about 6000, so the counter-rotating field dropped in (a) is negligible here.

A real Pb line is largely inhomogeneous, with unresolved hyperfine fields and variations of g among its causes. Its width is roughly 0.15 mT when the static field lies along the dangling bond, so the spread used above is of a realistic size. The relaxation times are assumed values, not measurements, and depend on temperature and on the interface. The linewidth does not fix T2, since a longer T2 with a larger field spread gives the same width: T2 = 1 µs with a standard deviation of 0.077 mT also gives 0.158 mT. The relaxation times are the weakest part of the estimate: for a homogeneous line and slow modulation, a tenfold error in T1 alone changes B1opt by a factor of 3.2. With the field spread and 100 kHz modulation, a tenfold shorter T1 raises the optimum by a factor of 2.1 and a tenfold longer T1 lowers it by a factor of 2.8. Among the computed corrections, the field spread raises the optimum by 33 percent and 100 kHz modulation raises it by 59 percent. Acting together, they raise it to about 8.5 µT, and a field of 4.02 µT then keeps only about 77 percent of the greatest in-phase signal. This value depends on the assumed T2. With T2 = 1 µs and the spread chosen to give the same unsaturated width, the optimum at 100 kHz is about 4.9 µT, and 4.02 µT keeps 98 percent. For a sample with relaxation times near those assumed, 4 µT is therefore a starting point for a homogeneous line and slow modulation, while about 8 µT is a better one for a line with this field spread and 100 kHz modulation. A measured curve of height against microwave power, taken at fixed modulation, then locates the maximum for that sample.
